Why two impedance arcs do not identify grains and grain boundaries

**The argument under review**

The manuscript reports the impedance of one ceramic disc, 1 mm thick with an electrode area of 0.5 cm², at 500 K. The spectrum shows two arcs. The faster has a resistance of 199 kΩ and a capacitance of 75.6 pF; the slower has 500 kΩ and 15.05 nF. The authors assign the first to the grains and the second to the grain boundaries, for three reasons:

(a) A ceramic has two constituents, and there are two arcs.

(b) A capacitance in the nanofarad range is what thin grain boundaries produce.

(c) The peak frequency of the slow arc is the same in discs of different thickness, so the arc belongs to the material and not to the electrodes.

The assignment may be right, but none of these reasons establishes it. Could a sample with no resistive grain boundaries give the same data? If so, which measurement would tell the two apart?

**What the grain-boundary model predicts**

I use the time factor exp(+iωt), so a capacitive impedance has a negative imaginary part. The response is taken as linear and the current as laterally uniform. In a layer of conductivity σ and relative permittivity ε, the conduction and displacement currents add to

J = (σ + iωε0ε)E.

Charge conservation makes this total current density the same in every layer. The voltage across a layer of thickness t is Et = Jt/(σ + iωε0ε), and the total current is I = JA. Adding the voltages and dividing by I gives

Z = Σ t/[A(σ + iωε0ε)].

With ρ = 1/σ, multiplying the numerator and denominator of one term by ρ gives

(ρt/A)/(1 + iωρε0ε) = R/(1 + iωRC),
R = ρt/A, C = ε0εA/t.

The product RC = ρε0ε contains no dimensions of the layer. Hence n identical layers have the same RC, and their sum is again a single arc, with resistance nρt/A and capacitance ε0εA/(nt).

Let the distance from one boundary to the next be d, and let each boundary be a layer of thickness δ. A disc of thickness L then contains n = L/d boundaries and

Z = R1/(1 + iωR1C1) + R2/(1 + iωR2C2),
R1 = ρ_g n(d−δ)/A, C1 = ε0εA/[n(d−δ)],
R2 = ρ_gb nδ/A, C2 = ε0εA/(nδ).

The reported values follow from round parameters: d = 10 μm, δ = 50 nm, ρ_g = 10⁶ Ω cm, ρ_gb = 5×10⁸ Ω cm and ε = 170. At the reference thickness L0 = 1 mm there are n0 = 100 boundaries. The grains have a total length of 0.0995 cm and the boundaries one of 5×10⁻⁴ cm, so

R1 = 10⁶ × 0.0995/0.5 = 1.99×10⁵ Ω,
R2 = 5×10⁸ × 5×10⁻⁴/0.5 = 5.00×10⁵ Ω.

The grain-boundary model is therefore consistent with the spectrum. Consistency is all that this calculation shows.

**An electrode model with the same spectrum**

Now remove the boundaries and place a thin, leaky layer of another material under each electrode. Let the two layers have total thickness t_c, resistivity ρ_c and permittivity ε_c. They reproduce the slow arc if both its capacitance and its resistance are matched:

ε_c/t_c = ε/(n0δ), ρ_c t_c = ρ_gb n0δ.

The first condition gives the thickness. Substituting it into the second gives the resistivity:

t_c = (ε_c/ε)n0δ, ρ_c = ρ_gb ε/ε_c.

For ε_c = 10 the total thickness is (10/170) × 5 μm = 0.294 μm, or 147 nm at each electrode. The resistivity is 8.5×10⁹ Ω cm.

The bulk needs a small correction. Without boundaries it has length n0d instead of n0(d−δ). Multiplying both its conductivity and its permittivity by d/(d−δ) = 1.00503 restores R1 and C1. A change of half a percent in two material constants that are not independently known to that accuracy would go unnoticed.

The two samples now have the same four circuit elements and hence the same impedance at every frequency. At 1 kHz, for example, both give 197.46 − 29.22i kΩ. Reason (a) fails because a homogeneous bulk with contacts also has two constituents. Reason (b) fails because a thin contact layer can also supply 15 nF.

Capacitance is not worthless as evidence, however. Suppose the contact were a depletion layer in the ceramic itself, with ε = 170. Matching C2 would then require a total width n0δ = 5 μm, or 2.5 μm per contact. For a uniform charge density qN, integrating Poisson's equation twice from the edge of a depletion layer of width w gives a barrier

φ = qNw²/(2ε0ε).

A boundary of thickness 50 nm, regarded as two depletion layers back to back, has w = 25 nm on each side. The contact layer would be 100 times wider and, at the same N, would need a barrier 10⁴ times higher. If the boundary barrier is a few tenths of a volt, this means thousands of volts, so a depletion contact with that charge density can be dismissed. A contact region with a far lower N, or a layer of low permittivity, cannot be dismissed in this way.

**A continuous family of assignments**

The two models are the ends of a family. Let a share f of the slow arc, between 0 and 1, belong to the electrodes:

R_gb = (1−f)R2, C_gb = C2/(1−f),
R_el = fR2, C_el = C2/f.

Both products RC equal R2C2, so the two elements have a common denominator:

[(1−f)R2 + fR2]/(1 + iωR2C2) = R2/(1 + iωR2C2).

The share f has disappeared. At f = 0 the electrode element has zero resistance and is a short circuit; at f = 1 the same holds for the boundary element. Impedances computed from current continuity for f = 0, 0.4 and 1 agree at L0 to a relative difference of 2.9×10⁻¹⁰, which is numerical rounding.

It helps to separate this ambiguity from uncertainty in fitting. With s = iω, one arc can be written as

R/(1 + sRC) = (1/C)/[s + 1/(RC)].

Its pole fixes RC and its residue fixes 1/C. Within the series form, two arcs with different RC therefore determine R1, C1, R2 and C2. Better data sharpen these four numbers but say nothing about the place in the sample where the second voltage drop occurs.

One may object that equal RC products are a coincidence. For the pure electrode model no coincidence is needed, since there is no boundary element to match. For a mixture, equality is needed for exact identity, but a mismatch by a factor of two only flattens the arc slightly, and such flattening has other possible causes. Take two equal resistances, each half of the total R, with time constants √2τ and τ/√2. At ωτ = 1,

−Im Z/R = ½[√2/(1+2) + (1/√2)/(1+½)] = 0.471,

against 0.5 for one ideal arc. The merged arc is about 6% lower. Unequal grain boundaries flatten an arc too. If barrier heights have a Gaussian spread with a standard deviation of 20 meV at 500 K, if each resistance varies as exp(φ/kT) and if all capacitances are equal, the apex falls to 0.457. A slightly depressed arc is thus no proof of a hidden electrode, nor does it exclude one.

**What changes with thickness**

Now vary L while holding the electrode area, temperature, grain size, boundary properties and contacts fixed. The number of boundaries is proportional to L; the number of contacts remains two. With R2 and C2 still denoting values at L0,

R_gb(L) = (1−f)R2 L/L0, R_el(L) = fR2.

Their sum is

R2(L)/R2 = f + (1−f)L/L0.

The common RC product does not change, so C2(L) = R2C2/R2(L), and

C2/C2(L) = f + (1−f)L/L0.

For pure grain boundaries, doubling the thickness doubles the resistance and halves the capacitance. For pure electrodes neither changes. The bulk arc has R1 ∝ L and C1 ∝ 1/L in both cases.

This also settles reason (c). For one arc, with x = ωRC,

−Im Z = Rx/(1 + x²),

whose derivative is proportional to 1 − x² and vanishes at x = 1. The peak frequency is

f_peak = 1/(2πR2C2) = 21.15 Hz.

Within this family, where both elements have the same RC, it is independent of thickness for every f: in a volume element the changes of R and C cancel, and in an electrode element neither changes. In a mixture with unequal RC products the merged peak would shift with thickness, so a constant peak can speak against such a mixture, but not against either pure model. The observation is correct, but both models predict it. Changing the area of the disc together with electrodes that cover its faces completely is equally uninformative, because all resistances vary as 1/A and all capacitances as A in both models. Smaller electrodes on the same disc are a different case, since the current then spreads sideways in the ceramic and the 1/A law no longer holds for the volume.

**A worked comparison**

To imitate a measurement, I computed spectra between 1 Hz and 1 MHz for three thicknesses and three values of f. Random errors with a standard deviation of 0.5% of |Z| were added to the real and imaginary parts, and two arcs were fitted. The slow-arc resistances in kΩ at 0.5, 1 and 2 mm are

f = 0: 249.9, 499.6, 1004.7
f = 0.4: 350.5, 499.1, 798.8
f = 1: 500.7, 499.1, 499.4

At 1 mm the rows agree within the noise; at the other thicknesses they separate. All nine fitted peak frequencies lie between 20.9 and 21.4 Hz.

The share follows from a straight line through R2(L) plotted against L/L0. Its intercept is fR2 and its slope is (1−f)R2, so f is the intercept divided by the sum of intercept and slope. Using the end points of the middle row,

slope = (798.8 − 350.5)/(2 − 0.5) = 298.9 kΩ,
intercept = 350.5 − 0.5 × 298.9 = 201.1 kΩ,
f = 201.1/(201.1 + 298.9) = 0.402.

A least-squares line through all three points also gives 0.402. For the pure cases it gives −0.005 and 1.001. The slightly negative share is unphysical and reflects the noise. The reciprocal capacitances give 0.005, 0.403 and 1.008. The two routes agree because the RC products are equal here; in a mixture with unequal products, the electrode shares of resistance and of reciprocal capacitance differ.

The apparent permittivity of the slow arc, ε_app = C2(L)L/(ε0A), shows what is at stake. For pure boundaries it equals εd/δ = 170 × 200 = 34 000 at every thickness. For pure electrodes it is proportional to L: the fits give about 17 000, 34 000 and 69 000. In that case a "giant permittivity" read from one disc is not a property of the ceramic at all.

**Separating the electrodes without a circuit**

The test does not depend on ideal arcs. In a sample with many grains across its thickness, let the volume contribute an impedance ζ(ω) per unit length and let the two electrode regions together contribute Z_el(ω). Then

Z(ω,L) = Lζ(ω) + Z_el(ω).

For two thicknesses, multiply Z(L1) by L2 and Z(L2) by L1, then subtract. The terms L1L2ζ cancel, leaving (L2−L1)Z_el. Therefore

Z_el = [L2Z(L1) − L1Z(L2)]/(L2−L1),
ζ = [Z(L2) − Z(L1)]/(L2−L1).

For 1 and 2 mm the first formula becomes Z_el = 2Z(1 mm) − Z(2 mm). The noise-free impedances at 1 Hz are 697.88 − 23.61i kΩ for either model at 1 mm. At 2 mm they are 1395.77 − 47.22i kΩ for boundaries and 896.88 − 23.63i kΩ for electrodes. Hence

boundaries: Z_el = −0.01 + 0.00i kΩ,
electrodes: Z_el = 498.88 − 23.59i kΩ.

The first result is zero within rounding. The second is the slow arc evaluated at 1 Hz. The same subtraction holds if the electrode response is a depressed arc or is controlled by diffusion, provided that it is linear and independent of L. That condition fails when diffusion spans the whole disc, as in a mixed conductor whose electrodes block the ions. The resistance then grows as L and the relaxation time as L², so Z does not have the form above and the intercept is zero although the electrodes cause the arc. The sign of this case is a peak frequency that falls as 1/L². Where Z_el is only a small part of Z, however, it is a small difference between large terms and is easily lost in noise. With measured spectra the result should therefore be trusted only at frequencies where the electrodes contribute a substantial part of the impedance.

For the real part to reveal the difference, the frequency must be low enough. At 1 kHz the two models at 2 mm give 394.92 − 58.44i and 394.70 − 47.88i kΩ, with almost equal real parts. Here x = 1000/21.15 = 47.3, so the extra boundary element in the thicker disc adds a real part of only R2/(1+x²) = 0.22 kΩ. Its imaginary part, −R2x/(1+x²) = −10.6 kΩ, accounts for the remaining difference. Above the slow relaxation the current crosses the resistive layers mainly as displacement current.

**What thickness scaling leaves open**

With equal contacts, an intercept that is zero within the errors of noise, temperature and geometry shows that the slow arc comes mainly from the volume. A small electrode share can remain hidden within those errors. It does not show that it comes from grain boundaries. Resistive shells inside grains, or layers of a second phase, would also scale with L.

Even within the boundary model, thickness does not reveal the grain size. Double both d and δ. The number of boundaries is halved, while the total lengths nδ and n(d−δ) stay the same. All four circuit elements are unchanged at every L.

A further experiment is to change the grain size while keeping L and the individual boundaries fixed. Since n = L/d,

R_gb = ρ_gb Lδ/(Ad),

which is inversely proportional to d. Doubling d from 10 to 20 μm lowers R2 from 500 to 250 kΩ in the boundary model and leaves it at 500 kΩ in the electrode model. In practice the heat treatment that enlarges grains may also alter their boundaries, so this comparison needs microscopy and, if possible, more than two grain sizes.

"Electrode" here means any region whose contribution does not grow with L. A resistive skin formed on the ceramic surface during cooling counts as one. If grinding removes the skin from some discs and not from others, the assumption of equal contacts fails. Three or more thicknesses are therefore preferable: irregular contacts will generally scatter the points about the line. A contact resistance that happened to vary in proportion to L would still be mistaken for a volume term, so discs should be prepared in random order of thickness.

**The model beside a real ceramic**

The parameters are rough values for the regime of acceptor-doped strontium titanate near 500 K, where grain boundaries can act as space-charge barriers. The uniform boundary layer is a simplification of such a barrier: it replaces a conductivity that varies across the barrier by a single value, which is an input. The contact layer is a constructed counterexample, not a claim about a particular metal on this ceramic. Real boundaries are not identical; the 20 meV spread considered above lowers the apex by about 9% relative to an ideal arc. Boundaries parallel to the current are also missing from the layer model. A three-dimensional calculation for cubic grains with walls on all sides differs from it by at most 1.0% at the nine frequencies examined between 1 Hz and 1 MHz.

The electrodes must also cover both faces completely. If the disc extends beyond them, the current spreads sideways, increasingly so in thicker discs. Even a pure volume response then acquires a positive intercept. A warning sign is that R1 also grows more slowly than L.

Temperature must be controlled as well. Assume a boundary activation energy of 1.0 eV and let the 2 mm disc be 1 K warmer than the 0.5 mm disc. Its R2 falls by 4.5%, from 1000 to 955 kΩ. The two-thickness formula then gives

R_el = (2 × 250 − 0.5 × 955)/1.5 ≈ 15 kΩ,

a false electrode share of 0.03 relative to 500 kΩ. This exceeds the errors from noise found above. The peak frequency, which cannot separate the two pure models, now becomes a useful control: if C2 is unaffected, it rises by nearly 5% in the warmer disc.

The fast arc is sensitive to stray capacitance. One picofarad in parallel with the sample is 2.6% of C1 at 2 mm and should be subtracted before the scaling of C1 is judged.

The signal must also be small at the contacts. At low frequency, a 20 mV amplitude places 20 × 500/699 = 14.3 mV across the slow element. Shared among 100 boundaries this is 0.14 mV each; shared between two contacts it is 7.2 mV each. The thermal voltage kT/q is 43 mV. A barrier-type contact would therefore leave the linear regime at a much lower applied voltage than the chain of boundaries. The field in the contact layers, about 0.5 kV/cm, is far below the breakdown fields of oxide films, which are roughly of order MV/cm.

**Recommendation**

The four fitted circuit values may stand; the labels "grain" and "grain boundary" should be withdrawn until the authors report R2 and C2, not merely the peak frequency, for at least three thicknesses at a common temperature. If R2 extrapolates to zero at L = 0 within the experimental errors, the slow arc may be called mainly a volume response. The name "grain boundary" then needs the dependence on grain size, or local electrical measurements across individual boundaries. If R2 has a finite intercept beyond those errors, the electrode impedance must be removed, for example by the subtraction of spectra shown above, before any boundary resistivity or permittivity is quoted. The numerical output below lists the fitted R1, R2 and C2 for all nine spectra.

Table of computed values

```
Temperature 500 K; area 0.5 cm2
Reference thickness 1.0 mm; boundaries 100
Grain pitch 10 um; boundary 50 nm
Resistivity grain 1.0e+06, boundary 5.0e+08 ohm cm
Permittivity ceramic 170, contact 10
Each contact layer 147.1 nm
Contact resistivity 8.50e+09 ohm cm
Bulk rescaling for f=1: 1.00503
At L0: R1 199.0 kohm, C1 75.64 pF
At L0: R2 500.0 kohm, C2 15.05 nF
Peak frequencies: 10574 Hz and 21.15 Hz
Largest relative spectrum gap at 1 mm: 2.9e-10
Largest relative gap f=1 vs f=0 at 2 mm: 0.358
Clean spectra, Z in kohm:
 1 Hz, f=0, 1 mm: 697.88 -23.61i
 1 Hz, f=1, 1 mm: 697.88 -23.61i
 1 Hz, f=0, 2 mm: 1395.77 -47.22i
 1 Hz, f=1, 2 mm: 896.88 -23.63i
 1000 Hz, f=0, 1 mm: 197.46 -29.22i
 1000 Hz, f=1, 1 mm: 197.46 -29.22i
 1000 Hz, f=0, 2 mm: 394.92 -58.44i
 1000 Hz, f=1, 2 mm: 394.70 -47.88i
 10000 Hz, f=0, 1 mm: 105.05 -100.40i
 10000 Hz, f=1, 1 mm: 105.05 -100.40i
 10000 Hz, f=0, 2 mm: 210.09 -200.81i
 10000 Hz, f=1, 2 mm: 210.09 -199.75i
Fits with 0.5 % noise per component:
f, L(mm), R1(kohm), R2(kohm), C2(nF), peak2(Hz), eps_app2
 0.0, 0.5, 99.1, 249.9, 30.01, 21.22, 33899
 0.0, 1.0, 198.6, 499.6, 15.03, 21.20, 33952
 0.0, 2.0, 397.2, 1004.7, 7.55, 20.98, 34110
 0.4, 0.5, 99.5, 350.5, 21.52, 21.10, 24302
 0.4, 1.0, 199.1, 499.1, 15.05, 21.19, 33989
 0.4, 2.0, 397.8, 798.8, 9.45, 21.09, 42671
 1.0, 0.5, 99.4, 500.7, 15.08, 21.08, 17033
 1.0, 1.0, 199.1, 499.1, 14.96, 21.32, 33789
 1.0, 2.0, 397.8, 499.4, 15.22, 20.94, 68767
True f 0.0: from R2 -0.005, from 1/C2 0.005
True f 0.4: from R2 0.402, from 1/C2 0.403
True f 1.0: from R2 1.001, from 1/C2 1.008
Two-thickness electrode extraction error/R2: 9.5e-11
Grain pitch doubled, R2: f=0 250.0, f=1 500.0 kohm
3D brick, largest relative error: 1.00 %
2 mm disc 1 K warmer (activation 1.0 eV): R2 -4.53 %, false f 0.030
1 pF stray / C1 at 2 mm: 2.64 %
ac amplitude 20 mV; kT/q 43.1 mV
Voltage per boundary 0.143 mV, per contact 7.15 mV
Contact field 0.486 kV/cm
Apex/R, equal arcs with tau ratio 2: 0.4714 (one RC: 0.5)
Apex/R, barrier spread 20 meV: 0.4565
```
